# Angle-dependent exchange field in a superconductor between two insulating ferromagnets, part 2

A superconducting film fills $0<x<d$ between two insulating ferromagnets whose magnetizations, along $\mathbf m_1$ and $\mathbf m_2$, make an angle $\theta$. Each interface acts on the electron spins with strength $K$, an energy times a length. In a thin diffusive film the two act as one exchange field $h$, given by the law

$$h(\theta)=h_P\cos\frac{\theta}{2},\qquad h_P=\frac{2K}{d},\qquad 0\le\theta\le\pi, \tag{1}$$

or, for unequal strengths $K_1$ and $K_2$,

$$h=\frac1d\sqrt{K_1^2+K_2^2+2K_1K_2\cos\theta}. \tag{14}$$

The exchange energy is $-\mathbf h\cdot\boldsymbol\sigma$, and $s=\pm1$ labels spin along and against the field. Energies are in meV and lengths in nm. With pair potential $\Delta$, the density of states at energy $E$ is

$$\frac{N(E)}{N_0}=\frac12\sum_{s=\pm1}\mathrm{Re}\,\frac{|E+sh|}{\sqrt{(E+sh)^2-\Delta^2}}, \tag{16}$$

where $N_0$ is the normal value per spin. For $h<\Delta$ its peaks lie at $\Delta\pm h$.

At the Matsubara energy $\omega>0$ the matrix $g$ obeys the Usadel equation

$$\hbar D\,\frac{d}{dx}\!\left(g\frac{dg}{dx}\right)=[\Lambda(x),g],\qquad g^2=1. \tag{6}$$

Here $D$ is the diffusion constant, $\Lambda=(\omega-i\mathbf h\cdot\boldsymbol\sigma)\tau_3+\Delta\tau_1$, the interface fields sit at the two faces, and no current $g\,dg/dx$ leaves the film. The Pauli matrices $\boldsymbol\sigma$ act on spin and $\tau_i$ between electrons and holes. For a weak pair amplitude $f$ in a normal metal, (6) becomes

$$\hbar D f''=2\omega f. \tag{7}$$

To leading order $g$ is constant across the film, with $g_s=\cos\chi_s\tau_3+\sin\chi_s\tau_1$ and $\cot\chi_s=(\omega-ish)/\Delta$. The first correction gives

$$(\omega-ish)\sin\chi_s-\Delta\cos\chi_s+\kappa\left[S^2\sin(\chi_++\chi_-)+\frac{C^2}{3}\sin2\chi_s\right]=0. \tag{22}$$

Here $C=\cos(\theta/2)$, $S=\sin(\theta/2)$ and $\kappa=K^2/(\hbar D)$. For antiparallel magnets the correction is depairing with energy $2\kappa$. The law requires $d\ll\xi=\sqrt{\hbar D/\Delta}$ and $\kappa\ll\Delta$.

The kinetic energy from the Fermi level is $\xi_k$. The "lattice film" in the computed results is a clean 12-site chain that tested the vector sum without diffusion.

### Comparison with the position-dependent solution

The law and its correction were tested on the worked case below. The full Usadel equation, with both interface fields in their own directions, was solved on 17 points across the film with $\Delta=0.300$ meV held fixed. The field was read from the averaged $g$ through the relation that holds in a uniform film, $\Delta\cot\chi_s=\omega-ish$. At the five angles 0, 60, 90, 120 and 180 degrees, and at the energies $\omega=\pi kT$ and $5\pi kT$, the field vector differed from the law by at most 0.059 % of $h_P$. That the same field serves at both energies is what allows it to be called an exchange field.

At $\omega=\pi kT$ and $\theta=0$, 90 and 180 degrees, equation (22) accounted for the difference between the full $g$ and the leading one, with at most 0.53 % of that difference left over. At 90 degrees, halving $d$ with $h_P$ held fixed reduced the difference by a factor 4.004. The expected factor is 4, because $\kappa=h_P^2d^2/(4\hbar D)$.

The field read off at $\theta=0$ is slightly above the law, 0.1501 against 0.1500 meV. The sign follows from (22). Dividing it by $\sin\chi_+$ at $\theta=0$ gives

$$\Delta\cot\chi_+=\omega-ih+\frac{2\kappa}{3}\cos\chi_+ .$$

For $\omega,h>0$ the imaginary part of $\cos\chi_+$ is negative, because $\cos\chi_+=1/\sqrt{1+\Delta^2/(\omega-ih)^2}$ and the quantity under the root has a positive imaginary part. The correction therefore adds to $-ih$, and the apparent field is a little larger.

### The gap in the effective field

The peak positions also require $\Delta$. In mean-field theory with coupling constant $\lambda$ and cutoff $\omega_c$, thermally excited quasiparticles block states from pairing:

$$\frac1\lambda=\int_0^{\omega_c}\frac{d\xi_k}{E_k}\left[1-f(E_k-h)-f(E_k+h)\right],\qquad E_k=\sqrt{\xi_k^2+\Delta^2},$$

where $f$ is the Fermi function. At zero temperature and zero field the gap is $\Delta_0$ and the integral is $\ln(2\omega_c/\Delta_0)$. Subtracting the two conditions removes $\lambda$ and the cutoff:

$$\ln\frac{\Delta_0}{\Delta}=I(\Delta),\qquad I(\Delta)=\int_0^\infty\frac{d\xi_k}{E_k}\left[f(E_k-h)+f(E_k+h)\right]. \tag{23}$$

At low temperature and $h<\Delta$ the right side is exponentially small. The gap then stays near $\Delta_0$ while the splitting follows the cosine.

A solution of (23) need not be the stable state. The mean-field free energy $F$ consists of the pairing energy $N_0\Delta^2/\lambda$, the ground-state energy of the quasiparticles and their thermal part. Its derivative is

$$\frac{dF}{d\Delta}=2N_0\Delta\left[\frac1\lambda-\int_0^{\omega_c}\frac{d\xi_k}{E_k}(1-f(E_k-h)-f(E_k+h))\right]=2N_0\Delta\left[\ln\frac{\Delta}{\Delta_0}+I(\Delta)\right]. \tag{24}$$

Integrate from the normal state, $\Delta=0$, at zero temperature. The logarithm contributes $-N_0\Delta_0^2/2$. The integral $I$ differs from zero only for $\Delta<h$, where it equals $\mathrm{arcosh}(h/\Delta)$. Integrating by parts, its contribution is

$$2N_0\int_0^h\Delta\,\mathrm{arcosh}\frac h\Delta\,d\Delta=N_0\int_0^h\frac{h\Delta\,d\Delta}{\sqrt{h^2-\Delta^2}}=N_0h^2 .$$

Hence $F_S-F_N=N_0(h^2-\Delta_0^2/2)$, and superconductivity is stable at zero temperature for

$$h<\frac{\Delta_0}{\sqrt2}. \tag{25}$$

If $h_P$ exceeds this limit, the film in this model is normal near the parallel state and superconducts only for $\cos(\theta/2)<\Delta_0/(\sqrt2h_P)$. In the normal range around $\theta=0$ there are no coherence peaks from which to read $h$.

### Worked case

The inputs are $d=4.0$ nm, $D=5.0$ cm²/s, $\Delta_0=0.300$ meV, $h_P=0.150$ meV and $T=0.30$ K, where $kT=0.0259$ meV. The diffusion constant corresponds to $\hbar D=329.1$ meV nm². Then

$$K=\frac{h_Pd}{2}=\frac{0.150\times4.0}{2}=0.300\ \text{meV nm},\qquad
\xi=\sqrt{\frac{329.1}{0.300}}=33.1\ \text{nm},$$

$$\kappa=\frac{0.300^2}{329.1}=2.73\times10^{-4}\ \text{meV}.$$

The thickness is about an eighth of $\xi$. The antiparallel depairing energy $2\kappa=5.5\times10^{-4}$ meV is about 0.2 % of the gap. The edge of the antiparallel spectrum is more sensitive than this ratio suggests. It lies at $\Delta[1-(2\kappa/\Delta)^{2/3}]^{3/2}=0.293$ meV, about 2 % below the gap, while the maximum of the peak stays close to 0.300 meV.

The parallel field lies below the limit $\Delta_0/\sqrt2=0.212$ meV. At low temperature the normal metal also gains the thermal free energy $(\pi^2/3)N_0(kT)^2$, which the gapped film lacks apart from exponentially small terms. The balance is

$$\frac{F_S-F_N}{N_0}\simeq-\frac{0.300^2}{2}+0.150^2+\frac{\pi^2}{3}(0.0259)^2=-0.0203\ \text{meV}^2,$$

in agreement with the integral of (24) at this temperature. The parallel state is superconducting.

At $\theta=90$ degrees the field is $0.150\times0.707=0.106$ meV. Equation (23) gives $\Delta=0.300$ meV, and the peaks lie at 0.194 and 0.406 meV. The other angles follow in the same way, with all energies in meV:

| $\theta$ (deg) | $h$ | $\Delta-h$ | $\Delta+h$ |
|---:|---:|---:|---:|
| 0 | 0.150 | 0.150 | 0.450 |
| 60 | 0.130 | 0.170 | 0.430 |
| 90 | 0.106 | 0.194 | 0.406 |
| 120 | 0.075 | 0.225 | 0.375 |
| 180 | 0.000 | 0.300 | 0.300 |

According to (23) the gap changes by only 0.0003 meV over the whole range. The weak depairing of order $\kappa$, which (23) leaves out, lowers it by at most about 0.0004 meV. At this temperature the peaks therefore move almost entirely because of $h$.

A thicker film shows the law losing accuracy. With $d=30$ nm, the same $h_P$ and $\theta=90$ degrees, the law gives 0.106 meV and the full solution 0.109 meV at $\omega=\pi kT$, about 2.5 % more. Here $\kappa=0.0154$ meV is about 5 % of the gap. Since $d$ is close to $\xi$, the expansion behind (22) is no longer controlled, and a position-dependent solution should be used.

### Spin-orbit scattering

Spin-orbit scattering mixes the two spin directions and so weakens the response to an exchange field. In the uniform film it adds $\Gamma\sin(\chi_s-\chi_{-s})$ to the left side of the spin-resolved equation. This standard term vanishes when both spins have the same $g$, so it leaves ordinary singlet pairing untouched.

For a weak field write $\chi_s=\chi_0+s\delta$. At zero field $\sin\chi_0=\Delta/R$ and $\cos\chi_0=\omega/R$, with $R=\sqrt{\omega^2+\Delta^2}$. The terms linear in $s$ are

$$\delta(\omega\cos\chi_0+\Delta\sin\chi_0)-ih\sin\chi_0+2\Gamma\delta=0 .$$

The first bracket equals $R$, so

$$\delta=\frac{ih\sin\chi_0}{R+2\Gamma}. \tag{26}$$

Compared with $\Gamma=0$, the field felt by the pairs is multiplied by $R/(R+2\Gamma)$. With the rough value $\Gamma=0.05\,\Delta_0=0.015$ meV and $\omega=\pi kT=0.081$ meV, $R=0.311$ meV and the factor is $0.311/0.341=0.912$. Solving the equation without the weak-field step gives 0.906 at $\theta=0$ and 0.910 at 120 degrees. The strength of the response falls by about 9 %, while its angle dependence departs from the cosine by about half a percent between these two angles.

These factors refer to the response at the lowest Matsubara energy. The shift of the peaks at real energy was not calculated. A fit of measured spectra should include the spin-orbit term at real energies and should not simply multiply the peak splitting by 0.91.

### Mismatch, applied field and temperature

Let the interface strengths differ by 10 % of their mean. From (14), the antiparallel state keeps the field

$$\frac{|K_1-K_2|}{d}=\frac{0.10\times0.300}{4.0}=0.0075\ \text{meV},$$

which is 5 % of $h_P$. A nonzero antiparallel splitting can therefore signal unequal interfaces, but an angle error produces one as well. The splitting here, $2h=0.015$ meV, is well below the thermal width of a normal-metal probe at 0.30 K, which is worked out below. Such a probe would show one broadened peak and not two.

A field $B$ in the plane, used to turn one magnet, acts in two ways. Its Zeeman energy adds to the exchange field as a vector; for $B=0.020$ T it is $\mu_BB=0.0012$ meV. It also drives screening currents, whose pair momentum is $q=2eBx/\hbar$ with $x$ measured from the middle of the film. For a pair amplitude varying as $e^{iqy}$ along the film, (7) shows that $\omega$ is replaced by $\omega+\hbar Dq^2/2$. The average of $x^2$ is $d^2/12$, which gives the depairing energy

$$\frac{\hbar D}{2}\,\frac{4e^2B^2}{\hbar^2}\,\frac{d^2}{12}=\frac{\hbar D}{6}\left(\frac{eBd}{\hbar}\right)^2=8.1\times10^{-7}\ \text{meV}. \tag{27}$$

This is negligible here. It grows as $B^2d^2$.

A normal-metal probe smears the spectrum with the derivative of the Fermi function, which is proportional to $1/\cosh^2(E/2kT)$. It falls to half its maximum where $\cosh(E/2kT)=\sqrt2$, so its full width is $4\,\mathrm{arcosh}(\sqrt2)\,kT=0.091$ meV. The splitting equals this width when

$$\cos\frac\theta2=\frac{0.0911}{2\times0.150}=0.304,\qquad\theta\simeq145^\circ .$$

This angle is only a rough upper guide to resolution. When (16) is convolved with the thermal function, the two maxima at positive energy already merge at about 128 degrees. Smearing also moves both maxima up by about 0.03 meV, so their mean is not the gap. Both $h$ and $\Delta$ should therefore be obtained by fitting the convolved spectrum.

### Relation to real films

The worked values are rough ones typical of an aluminium film a few nanometres thick between europium sulphide layers. The parallel field corresponds to $h_P/\mu_B\simeq2.6$ T, and fields of the order of a tesla are the usual scale for this combination. With a rough Fermi velocity of $2\times10^6$ m/s, the mean free path $3D/v_F$ is 0.75 nm, shorter than the film, so the diffusive description is reasonable. Two assumptions of the simple law may fail in a device. Spin-orbit scattering is present and lowers the pair response by about 9 % for the rough strength used here. Interfaces grown in opposite order need not be equal, and a 10 % difference leaves 0.0075 meV in the antiparallel state. Magnetic domains would also replace the single angle by a distribution; their effect is not estimated here.

### Using the result

The strength $K$ is seldom known in advance, and the parallel spectrum can supply it:

1. Align the magnets and fit the spectrum for $\Delta$ and $h_P$. If the peaks are well resolved, half their separation is a first estimate of $h_P$. Then $K=h_Pd/2$.
2. Check that $d\ll\xi$ and $\kappa\ll\Delta$, and that $h_P$ is below the stability limit, which is (25) at low temperature.
3. For each angle set $h=h_P\cos(\theta/2)$, solve (23) for $\Delta$, and evaluate (16). These equations leave out spin-orbit scattering, which moves the peaks away from $\Delta\pm h$; where it is not negligible, its term must be included at real energies, here and in the fit of step 1.
4. If the antiparallel spectrum remains split, first rule out an angle error and the Zeeman energy of the applied field, then use (14) with two strengths. For so small a field the terms of order $\kappa$ in (22) also shift the maxima, so the field should be fitted and not read as half the peak distance. If it is broadened without visible splitting, fit the spectrum with thermal smearing, a small field from (14) and a depairing energy. An unresolved field and depairing both broaden the peak and may be hard to tell apart. Compare the depairing energy, not the width of the peak, with $2\kappa$ before assigning it to another cause.

A value of $h_P$ found for one thickness may be scaled as $1/d$ to another if the interfaces are unchanged and both films satisfy the conditions in step 2. The full set of computed values is given in the numerical output.

## Computed results

```
film thickness d = 4.0 nm
diffusion constant D = 5.0 cm2/s
hbar*D = 329.1 meV nm2
rough Fermi velocity = 2.0e+06 m/s
mean free path 3D/v = 0.75 nm
zero-field gap Delta0 = 0.300 meV
critical temperature without exchange = 1.97 K
temperature T = 0.30 K, kT = 0.0259 meV
length xi = sqrt(hbar D/Delta0) = 33.1 nm
interface strength K = 0.300 meV nm
parallel field h_P = 0.150 meV = 2.59 T (h/muB)
zero-T pair-breaking limit Delta0/sqrt2 = 0.212 meV
parallel free energy S-N = -0.0203 meV2 x DOS per spin
theta(deg) h_law h_full-solution Delta Delta-h Delta+h (meV)
    0 0.1500 0.1501 0.2997 0.1497 0.4497
   60 0.1299 0.1300 0.2998 0.1699 0.4298
   90 0.1061 0.1061 0.2999 0.1939 0.4060
  120 0.0750 0.0750 0.3000 0.2250 0.3750
  180 0.0000 0.0000 0.3000 0.3000 0.3000
largest field error, full solution = 0.059 % of h_P
part of leading error left unexplained = 0.53 %
error ratio, d against d/2 at fixed h_P = 4.004
lattice film: largest peak error = 0.0005 % of h
kappa = K^2/(hbar D) = 2.73e-04 meV
antiparallel depairing 2*kappa = 5.47e-04 meV
spin-orbit energy / Delta0 (rough) = 0.05
spin-orbit field factor, weak field = 0.912
spin-orbit field factor, theta=0 = 0.906
spin-orbit field factor, theta=120 deg = 0.910
interface mismatch (K1-K2)/mean = 10 %
antiparallel field left by mismatch = 0.0075 meV
in-plane applied field = 0.020 T
its Zeeman energy muB*B = 0.00116 meV
its orbital depairing energy = 8.10e-07 meV
thermal width of normal-probe conductance = 0.0911 meV
angle where 2h equals that width = 144.6 deg
thick film d = 30 nm, same h_P, theta = 90 deg:
  law 0.1061 meV, full 0.1088 meV
  kappa = 0.0154 meV
```
